\section*{Incoherent grain boundaries in one channel: each adds R/(1-R) to resistance, part 2}

A wire with one conducting channel, open to both spin directions, joins two reservoirs and is crossed by $N$ grain boundaries. Boundary $i$ reflects an electron with probability $R_i<1$ and transmits it with probability $T_i=1-R_i$, equally from both sides, and $\gamma_i=R_i/T_i$. For identical boundaries the index is dropped. The contacts are reflectionless. Inside a grain the phase is randomized afresh at every passage, but the direction of motion is kept.

The reservoirs have chemical potentials $\mu_L>\mu_R$ with $\mu_L-\mu_R=eV$, and fill the states they inject with probabilities $f_L$ and $f_R$. The bias is small, and the $R_i$ are constant over the energies that carry the current. The current is $I=(2e^2/h)\,T_{\rm tot}V$, where $T_{\rm tot}$ is the probability of crossing the whole wire. The resistance between the reservoirs is
\begin{equation}
\mathcal R=\frac{h}{2e^2}\left[1+\sum_{i=1}^{N}\frac{R_i}{1-R_i}\right],
\label{eq:main}
\end{equation}
where $h/2e^2$ is the resistance quantum.

This was derived by summing over the round trips between boundaries (the bounce sum). For two boundaries
\begin{equation}
T_{12}=T_1T_2\sum_{n=0}^{\infty}(R_1R_2)^n=\frac{T_1T_2}{1-R_1R_2},
\label{eq:T12}
\end{equation}
and for the whole wire $1/T_{\rm tot}=1+\sum_i\gamma_i$. The same $T_{\rm tot}$ is now derived from the balance of fluxes at each boundary, which also shows where the voltage drops.

In Rydberg atomic units $\hbar=1$, $2m=1$ and $e^2=2$, and an electron of wave number $k$ has the velocity $v=2k$. The unit of resistance is $2\hbar/e^2$. In the numerical example each boundary is a thin barrier $S\,\delta(x)$ with $S=0.90$ Ry\,bohr, and $k=0.70\ \mathrm{bohr}^{-1}$. This gives $R=0.2924$, $T=0.7076$ and $\gamma=0.4133$. The chain has $N=10$ boundaries. A narrow rectangular barrier with the same area $S$ served as a check on $T$.

\subsection{Balance at one boundary}

The boundaries divide the wire into segments $0,1,\dots,N$, with boundary $i$ between segments $i-1$ and $i$. Within the bias window, let $a_i$ be the fraction of right-moving states that are occupied in segment $i$, and $b_i$ the fraction of left-moving states. Every state in the window carries the same flux per unit energy, so $a_i$ and $b_i$ are also the fluxes in units of the full flux from the left reservoir. At zero temperature the left reservoir fills the window and the right one leaves it empty. At a finite temperature let $a_i$ and $b_i$ stand, at each energy, for the occupation minus $f_R$, divided by $f_L-f_R$; because $T_i+R_i=1$, the balance equations below keep their form. In both cases
\begin{equation}
a_0=1,\qquad b_N=0 .
\label{eq:bc}
\end{equation}

In the steady state, electrons leaving boundary $i$ to the right were either transmitted from the left or reflected from the right. The same holds, with the sides exchanged, for those leaving to the left:
\begin{align}
a_i&=T_i\,a_{i-1}+R_i\,b_i,\label{eq:bal1}\\
b_{i-1}&=R_i\,a_{i-1}+T_i\,b_i .\label{eq:bal2}
\end{align}
There are no interference terms, because the waves arriving from the two sides have no fixed phase relation. Since nothing reverses an electron inside a grain, the $a_i$ that leaves boundary $i$ is also the $a_i$ that arrives at boundary $i+1$.

Adding the two equations and using $T_i+R_i=1$ gives $a_i+b_{i-1}=a_{i-1}+b_i$, or
\begin{equation}
a_i-b_i=a_{i-1}-b_{i-1}\equiv J .
\end{equation}
The net flux $J$ is the same in all segments. Now put $b_i=a_i-J$ into Eq.~\eqref{eq:bal1}:
\begin{equation}
a_i=T_ia_{i-1}+R_ia_i-R_iJ
\quad\Longrightarrow\quad
(1-R_i)\,a_i=T_ia_{i-1}-R_iJ .
\end{equation}
Division by $1-R_i=T_i$ gives
\begin{equation}
a_{i-1}-a_i=\gamma_iJ,\qquad b_{i-1}-b_i=\gamma_iJ .
\label{eq:drop}
\end{equation}
The second relation follows from the first because $a-b=J$ on both sides of the boundary. Both occupations fall by the same amount, and this amount depends on the other boundaries solely through the common flux $J$.

\subsection{The whole wire}

Adding the first of Eqs.~\eqref{eq:drop} over all boundaries gives $a_0-a_N=J\sum_i\gamma_i$. From Eq.~\eqref{eq:bc}, $a_0=1$ and $a_N=J+b_N=J$. Therefore
\begin{equation}
1-J=J\sum_{i=1}^{N}\gamma_i
\qquad\Longrightarrow\qquad
J=\frac{1}{1+\sum_i\gamma_i}.
\end{equation}
A unit flux enters from the left and $J$ arrives at the right, so $J=T_{\rm tot}$. This is the earlier result, now obtained from linear equations in place of an infinite series.

\subsection{Where the voltage drops}

In segment $i$ the electrons in the bias window have a density proportional to $a_i+b_i$. A segment in local equilibrium, with chemical potential $\mu_i$ between $\mu_R$ and $\mu_L$, would have both kinds of states filled to the fraction $(\mu_i-\mu_R)/eV$. It contains the same density if
\begin{equation}
\mu_i-\mu_R=eV\,m_i,\qquad m_i=\frac{a_i+b_i}{2}.
\end{equation}
In a metal this extra density is screened. The electrostatic energy of the electrons rises until the grain is neutral again, which happens when the bottom of the band has moved by the same $eV\,m_i$. The mean occupation $m_i$ thus gives the local potential as far as the grain is neutral. In a bulk metal this holds once the grain is long compared with the screening length. A wire thin enough to carry one channel screens poorly, and neutrality is approached only logarithmically with the grain length. For a wire of radius $r$ at a distance $d$ from a gate, the band moves by the fraction $y/(1+y)$ of $eV\,m_i$, with $y=(4/hv)\,2e^2\ln(2d/r)$; for $k=0.70\ \mathrm{bohr}^{-1}$ this fraction is about $0.85$ at $d=10r$. The voltages below are steps of $\mu_i$, and they equal steps of the electrostatic potential only in the neutral limit.

By Eq.~\eqref{eq:drop}, $m_i$ falls by $\gamma_iJ$ at boundary $i$. The corresponding voltage divided by the current is
\begin{equation}
\frac{\Delta V_i}{I}=\frac{\gamma_iJV}{(2e^2/h)\,JV}=\frac{h}{2e^2}\,\frac{R_i}{1-R_i}.
\label{eq:local}
\end{equation}
The term $R_i/(1-R_i)$ is therefore a resistance located at its boundary.

The remaining 1 is located at the contacts. In the first segment $b_0=a_0-J=1-J$, so $m_0=1-J/2$, while the left reservoir corresponds to $m=1$. In the last segment $m_N=(J+0)/2=J/2$, while the right reservoir corresponds to $m=0$. Each contact thus takes the share $J/2$ of the voltage and has the resistance $h/4e^2$.

In the example with ten boundaries, $J=0.1948$. Each boundary takes the share $0.41327\times0.19483=0.0805$ of the voltage. The mean occupation is $0.9026$ in the entry segment, $0.8221$ after the first boundary and $0.0974$ in the exit segment. The shares add up to $10\times0.0805+0.1948=1.000$ within rounding.

The local drops were tested on five unequal boundaries, with $R_i$ from $0.05$ to $0.80$, by following a packet bounce by bounce and accumulating the flux in every segment. The drop at each boundary, the drops at the contacts and the total transmission agree with the formulas, and a different order of the boundaries leaves the transmission unchanged.

\subsection{What each derivation assumes}

The bounce sum needs the probabilities of complete paths. It requires $R_1R_2<1$ for convergence, and for more than two boundaries it requires that a group of boundaries can be treated as one. It assumes nothing about local potentials, and it yields the resistance between the reservoirs. It shows how the result comes about: the denominator $1-R_1R_2$ is the sum over round trips.

The flux balance needs a steady state and conservation at each boundary. It needs no convergence argument and no grouping, and it gives the occupations everywhere. Reading them as voltages takes one further assumption, neutrality of the grains. The total resistance does not depend on that assumption.

Both derivations assume that a grain keeps the direction of motion. If a grain also contains a defect that reflects with probability $R_d$, and phase is lost between it and the boundaries, the defect is one more scatterer in the chain. It adds $R_d/(1-R_d)$ and leaves the contributions of the boundaries as they were.

Both derivations also combine probabilities. The next subsection shows what changes when this assumption is given up.

\subsection{Coherent boundaries}

Let the electron keep its phase. For two boundaries the amplitudes of the paths add, and each round trip contributes the factor $z=\sqrt{R_1R_2}\,e^{i\theta}$. The angle $\theta$ contains the phase gathered on the way and the two reflection phases. Then
\begin{equation}
T_{12}=T_1T_2\left|\sum_{n=0}^{\infty}z^n\right|^2=\frac{T_1T_2}{|1-z|^2}
=\frac{T_1T_2}{1+R_1R_2-2\sqrt{R_1R_2}\cos\theta}.
\label{eq:coh}
\end{equation}
Consider many samples whose grain lengths differ enough to make $\theta$ uniformly distributed. In $|\sum_n z^n|^2=\sum_{n,m}z^n(z^*)^m$ the terms with $n\neq m$ average to zero, and the rest is $\sum_n(R_1R_2)^n$. The averaged transmission of two coherent boundaries is therefore the incoherent one. Wave amplitudes averaged over the phase give $0.547486$ in the example, the same as the bounce sum.

This agreement ends at three boundaries. For a fixed phase in the first grain, the first two boundaries have a definite $T_{12}$. Averaging over the phase in the second grain combines this $T_{12}$ with the third boundary incoherently. For identical boundaries the result is
\begin{equation}
\left(\frac{1}{T_{12}}+\gamma\right)^{-1}=\frac{T_{12}}{1+\gamma T_{12}}\equiv g(T_{12}),\qquad
g''(T_{12})=-\frac{2\gamma}{(1+\gamma T_{12})^3}<0 .
\end{equation}
Because $g$ is concave and $T_{12}$ varies with the phase in the first grain, the average of $g(T_{12})$ is smaller than $g(\langle T_{12}\rangle)$. The latter is the incoherent transmission, since $\langle T_{12}\rangle$ equals the incoherent value for two. The example gives $0.4344$ for the coherent average and $0.4465$ for the incoherent chain, a difference of $2.7\%$ relative to the latter. An electron sent back by the third boundary meets the first pair with the same phase as before, whereas in the incoherent chain the phase is drawn anew at each passage.

Other averages differ more strongly. Taking the logarithm of Eq.~\eqref{eq:coh} and expanding $\ln(1-z)=-\sum_{n\ge1}z^n/n$, every power of $z$ averages to zero, so $\langle\ln T_{12}\rangle=\ln T_1+\ln T_2$. Adding boundaries one at a time, each with an independent uniform phase, gives
\begin{equation}
\langle\ln T_N\rangle=N\ln T .
\end{equation}
For three boundaries this is $3\times(-0.3459)=-1.0377$, as the averaged waves confirm. The typical transmission $\exp\langle\ln T_N\rangle=T^N$ thus falls exponentially with $N$, which is localization.

For the mean resistance, average the inverse of Eq.~\eqref{eq:coh}. The cosine drops out. With $A=1/T$ and $R/T=A-1$,
\begin{align}
\langle A_{12}\rangle&=\frac{1+R_1R_2}{T_1T_2}=A_1A_2+(A_1-1)(A_2-1),\\
2\langle A_{12}\rangle-1&=4A_1A_2-2A_1-2A_2+1=(2A_1-1)(2A_2-1).
\end{align}
The right side is linear in $A_1$, so the rule can be applied repeatedly with averaged values. Since $2A-1=1+2\gamma$ for one boundary,
\begin{equation}
\left\langle\frac{1}{T_N}\right\rangle=\frac{1+(1+2\gamma)^N}{2}.
\end{equation}
For $N\gamma\ll1$ this reduces to $1+N\gamma$, the incoherent result. At fixed $\gamma$ it grows exponentially with $N$ once $N\gamma$ is no longer small. Three boundaries of the example give $3.547$ against the incoherent $2.240$. Averaging over samples reproduces the incoherent result for the mean transmission of two boundaries, but not for the other averages computed here. In a single channel it is thus no general substitute for losing the phase in every grain, which Eq.~\eqref{eq:main} assumes. With $M$ channels that mix in the grains, the interference effects are much weaker as long as $N\gamma$ is small compared with $M$. For the ten boundaries of the example, coherent and with random mixing of the channels in every grain, the mean resistance times $M$ is about $5.5$ resistance quanta for $M=16$ and $5.3$ for $M=32$, close to the incoherent $5.13$.

\subsection{Several channels}

A real wire has many channels. If $M$ channels do not mix and all have the same $R$, their conductances add, and the resistance is $(h/2e^2)(1+N\gamma)/M$. Each boundary still adds a fixed amount, now $\gamma/M$ resistance quanta.

If the channels $c$ have different ratios $\gamma_c$,
\begin{equation}
\mathcal R=\frac{h}{2e^2}\left[\sum_c\frac{1}{1+N\gamma_c}\right]^{-1},
\end{equation}
which is not linear in $N$. For large $N$ each term tends to $1/(N\gamma_c)$. The bracket then becomes $N^{-1}\sum_c1/\gamma_c$ with corrections of order $N^{-2}$, and the increment per boundary tends to $1/\sum_c(1/\gamma_c)$.

Take two channels with $R=0.1$ and $0.6$, hence $\gamma_c=1/9$ and $3/2$. Without a boundary the resistance is $1/2$ quantum, and with one it is $1/(0.9+0.4)=0.7692$, so the first boundary adds $0.2692$. The twenty-first adds $0.1044$, close to the limit $1/(9+0.6667)=0.1034$. The reason is a shift of current. The currents in the two channels stand in the ratio $(1+N\gamma_2)/(1+N\gamma_1)$, with 2 the more reflecting channel. This ratio rises with $N$ from 1 towards $\gamma_2/\gamma_1=13.5$, so in a long chain most of the net current flows in the less reflecting channel, and a further boundary adds less resistance than the first did. Electrons of different energy act as such parallel channels when $R$ varies over the thermal window and the electrons keep their energy in the grains.

Linearity returns if each grain spreads the electrons evenly over the channels while keeping their direction. All channels then arrive at a boundary with equal occupations. Averaging Eqs.~\eqref{eq:bal1} and \eqref{eq:bal2} over the channels replaces $R_i$ by the channel average $\bar R$, and the rest of the derivation is unchanged. Each boundary adds $\bar R/[M(1-\bar R)]$ resistance quanta. For the two channels above, $\bar R=0.35$ and the increment is $0.35/(2\times0.65)=0.2692$ for every boundary, the value that without mixing holds for the first one.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Fermi wave number k = 0.70 1/bohr
barrier strength S = 0.90 Ry bohr
h/2e^2 = 1.570796 Rydberg units of resistance
Rydberg unit of resistance = 8216.472 ohm
h/2e^2 = 12906.404 ohm
reflection probability R = 0.292419
transmission probability T = 0.707581
T from narrow rectangular barrier = 0.707581
width of that barrier = 1e-05 bohr
R/(1-R) = 0.413265
one boundary adds 5333.8 ohm
two boundaries, up to 0 round trips: T = 0.500671
two boundaries, up to 1 round trips: T = 0.543483
two boundaries, up to 2 round trips: T = 0.547144
two boundaries, up to 3 round trips: T = 0.547457
two boundaries, all round trips: T = 0.547486
number of boundaries N = 10
total transmission for N = 0.194831
total resistance for N = 5.132653 h/2e^2
total resistance for N = 66244.1 ohm
resistance for N-1 boundaries = 4.719388 h/2e^2
voltage share of both contacts = 0.194831
voltage share of each boundary = 0.080517
mean occupation, entry lead = 0.902584
mean occupation, first grain = 0.822068
mean occupation, exit lead = 0.097416
multiple reflections ignored, 1/T^N = 31.7861 h/2e^2
two coherent, phase-averaged T = 0.547486
three incoherent, T = 0.446469
three coherent, phase-averaged T = 0.434413
three coherent, mean ln T = -1.037709
single boundary, ln T = -0.345903
three incoherent, 1/T = 2.239796
three coherent, mean 1/T = 3.546849
two-channel R values = 0.1 and 0.6
two channels, boundary 1 adds 0.269231 h/2e^2
two channels, boundary 21 adds 0.104425 h/2e^2
two channels, limit for large N = 0.103448 h/2e^2
\end{verbatim}
